# The hard-wall energy slope and a unique cutoff radius per shell

A numerical atomic orbital of finite range can be made by solving the radial equation in the potential of the free atom with a hard spherical wall added. If all shells are given the same wall radius, their levels need not rise by the same amount. In the carbon atom treated below, with the free-atom potential held fixed, a wall at 2.5 Å raises the 2s level by 0.09 eV and the 2p level by 0.32 eV. (These are not the levels of a confined atom: if the potential is made self-consistent inside the same sphere, the rises are about 1.1 and 1.4 eV.) One may instead prescribe a common energy rise and let each shell find its own radius. But that rule means nothing until we know that the rise fixes the radius. If the level went up and down as the wall moved, the same rise could belong to several radii, and a root search would return whichever it met first. It must also be shown that every positive rise is reached at some radius.

The ambiguity is removed by a formula for the slope of the level with respect to the wall radius. It is derived here in two ways.

## Setting and statement

Atomic units are used in the algebra. Let \(u(r)\) be \(r\) times the radial orbital, taken real, with angular momentum \(l\). It obeys

\[
-\tfrac12u''+W u=Eu,\qquad W(r)=\frac{l(l+1)}{2r^2}+V(r),
\]

with \(u(0)=0\), \(u(r_c)=0\) and \(\int_0^{r_c}u^2dr=1\). The number \(n\) of zeros strictly between \(0\) and \(r_c\) is held fixed; it labels the shell together with \(l\).

The potential \(V\) is local in \(r\), continuous for \(r>0\), and the same function for every \(r_c\). Near the origin \(rV\) stays bounded, which admits the Coulomb attraction of a nucleus. The claim is

\[
\boxed{\;\frac{dE}{dr_c}=-\frac{u'(r_c)^2}{2}<0\;}
\]

The quantity \(u'(r_c)^2/2\) is the outward force of the confined electron on the wall: work must be done to push the wall inward, and it is stored in the level.

## First derivation: a solution that ignores the wall

**The regular solution.** Let \(\phi(r,E)\) solve the radial equation at any energy \(E\), with \(\phi\to r^{l+1}\) at the origin. It is the solution of

\[
\phi(r)=r^{l+1}+\int_0^r\frac{r^{l+1}s^{-l}-r^{-l}s^{l+1}}{2l+1}\,2[V(s)-E]\,\phi(s)\,ds .
\]

The kernel is built from \(r^{l+1}\) and \(r^{-l}\), the solutions without \(V\) and \(E\). It vanishes at \(s=r\) and has unit \(r\)-derivative there, so two differentiations return the radial equation.

Iterate from \(r^{l+1}\). The kernel fraction lies between \(0\) and \(r^{l+1}s^{-l}/(2l+1)\). Let \(c\) be the largest value of \(2s|V(s)-E|/(2l+1)\) on the interval. By induction the \(k\)th correction is at most \(r^{l+1}(cr)^k/k!\), so the series converges. Each term is a polynomial in \(E\), and the bound holds equally for complex \(E\), with convergence uniform on any disc. So \(\phi\) is analytic in \(E\) and can be differentiated term by term. The corrections to \(\phi\) sum to \(O(r^{l+2})\). The \(r\)-derivative of the kernel fraction is at most \(r^ls^{-l}\), so the corrections to \(\phi'\) sum to \(O(r^{l+1})\). Both bounds are uniform on a disc in \(E\), and the leading term \(r^{l+1}\) does not depend on \(E\), so Cauchy's estimate for the derivative gives, near the origin,

\[
\phi_E=O(r^{l+2}),\qquad \phi_E'=O(r^{l+1}),
\]

where a subscript \(E\) means \(\partial/\partial E\) and a prime means \(\partial/\partial r\).

A second independent solution behaves as \(r^{-l}\) and cannot vanish at the origin. Every hard-wall orbital is therefore a multiple of \(\phi\), and the levels are the roots of

\[
\phi(r_c,E)=0 .
\]

**The Wronskian identity.** Differentiating \(\phi''=2(W-E)\phi\) with respect to \(E\) gives

\[
\phi_E''=2(W-E)\phi_E-2\phi .
\]

Hence

\[
(\phi'\phi_E-\phi\phi_E')'=\phi''\phi_E-\phi\phi_E''=2\phi^2,
\]

because the terms with \(W-E\) cancel. At the origin the bracket is \(O(r^{2l+2})\) and vanishes, so

\[
\phi'\phi_E-\phi\phi_E'=2\int_0^r\phi^2ds .
\]

**At the wall.** There \(\phi=0\), and

\[
\phi'(r_c)\,\phi_E(r_c)=2\int_0^{r_c}\phi^2dr>0 .
\]

Neither factor on the left can be zero. Since \(\phi_E\neq0\), the implicit function theorem makes the root \(E(r_c)\) a differentiable function. Differentiating \(\phi(r_c,E(r_c))=0\) gives

\[
\phi'+\phi_E\frac{dE}{dr_c}=0
\quad\Rightarrow\quad
\frac{dE}{dr_c}=-\frac{\phi'}{\phi_E}
=-\frac{\phi'(r_c)^2}{2\int_0^{r_c}\phi^2dr}.
\]

The last step multiplies numerator and denominator by \(\phi'\) and uses the wall identity. Since \(u=\phi/\sqrt{\int_0^{r_c}\phi^2dr}\), the right side is \(-u'(r_c)^2/2\). It is strictly negative because \(\phi'\neq0\). The node count stays fixed along this curve: interior zeros are simple, so they cannot merge; none can leave through the origin, where \(\phi\) behaves as \(r^{l+1}\), or through the wall, where the zero is also simple.

**A check by hand.** The free hydrogen 2s function is proportional to \(r(1-r/2)e^{-r/2}\) and has its node at 2 bohr. Cut there, it is the lowest s orbital of hydrogen in a sphere of that radius, with \(E=-1/8\). Its norm integral is

\[
\int_0^2\Big(r^2-r^3+\frac{r^4}{4}\Big)e^{-r}dr
=(2-10e^{-2})-(6-38e^{-2})+(6-42e^{-2})=2-14e^{-2}.
\]

At \(r=2\) the factor \(r-r^2/2\) vanishes and has derivative \(1-r=-1\), so the unnormalized wall slope is \(-e^{-1}\). Therefore

\[
\frac{dE}{dr_c}=-\frac{e^{-2}}{2(2-14e^{-2})}=-\frac{1}{4(e^2-7)} .
\]

This is −33.043 eV/Å, and differences of numerically computed levels give the same value to these digits.

## Second derivation: stretching the orbital

**Moving the wall into the Hamiltonian.** Write \(R\) for \(r_c\), and set \(r=Rx\) and \(w(x)=\sqrt R\,u(Rx)\). The wall now sits at \(x=1\) for every \(R\), and \(\int_0^1w^2dx=1\). The energy is

\[
E(R)=\int_0^1\Big[\frac{w_x^2}{2R^2}+W(Rx)\,w^2\Big]dx .
\]

This form follows from multiplying the radial equation by \(u\) and integrating the kinetic term by parts; \(uu'\) vanishes at both ends.

Differentiate with respect to \(R\), with a dot for \(\partial w/\partial R\) at fixed \(x\). The part due to the change of \(w\) is

\[
2\int_0^1\Big[\frac{w_x\dot w_x}{2R^2}+W w\dot w\Big]dx
=2\int_0^1\dot w\Big[-\frac{w_{xx}}{2R^2}+Ww\Big]dx
=2E\int_0^1w\dot w\,dx=0 .
\]

The boundary term of the integration by parts vanishes because \(w=0\) at both ends for every \(R\), hence \(\dot w=0\) there. The last integral is half the derivative of the constant norm. This is the Hellmann–Feynman theorem on a fixed interval.

What remains is the explicit dependence on \(R\). With \(W'=dW/dr\),

\[
\frac{dE}{dR}=-\frac1{R^3}\int_0^1w_x^2dx+\int_0^1xW'(Rx)w^2dx .
\]

Since \(w_x=R^{3/2}u'\) and \(dx=dr/R\), the first integral equals \(R^2\int_0^Ru'^2dr\). Define \(K=\frac12\int_0^Ru'^2dr\) and let angle brackets denote the average with weight \(u^2\). Then

\[
\frac{dE}{dR}=\frac1R\big(-2K+\langle rW'\rangle\big).
\]

**The virial relation with a wall.** For a free bound state the bracket is zero. With a wall it is not, and its value follows on multiplying the radial equation by \(ru'\) and integrating. The kinetic term is

\[
-\tfrac12\int_0^Rru'u''dr=-\tfrac14\int_0^Rr(u'^2)'dr
=-\tfrac14Ru'(R)^2+\tfrac12K .
\]

The potential term is

\[
\int_0^RWruu'dr=\tfrac12\int_0^RrW(u^2)'dr
=-\tfrac12\langle W\rangle-\tfrac12\langle rW'\rangle .
\]

Its boundary term vanishes at \(R\) because \(u=0\), and at the origin because \(u^2\) falls as \(r^{2l+2}\). The energy term is

\[
E\int_0^Rruu'dr=-\tfrac12E=-\tfrac12K-\tfrac12\langle W\rangle .
\]

Equating the sum of the first two terms to the third, the parts with \(\langle W\rangle\) cancel:

\[
-\tfrac14Ru'(R)^2+K-\tfrac12\langle rW'\rangle=0
\quad\Rightarrow\quad
-2K+\langle rW'\rangle=-\tfrac12Ru'(R)^2 .
\]

Inserting this in the expression for \(dE/dR\) gives \(-u'(R)^2/2\) again.

## What each derivation assumes

The first derivation needs no derivative of \(V\). It proves that \(E(r_c)\) is differentiable and that \(u'(r_c)\neq0\), and it follows the zeros of \(\phi\), which the cutoff rule will need. Its tool is an outward solution of an ordinary differential equation, so it is tied to a local radial potential.

The second derivation needs \(V\) to be differentiable, with \(\langle rV'\rangle\) finite. It also needs \(w\) to be differentiable in \(R\). That can be taken from the first derivation, since \(w\) is proportional to \(\phi(Rx,E(R))\). The second route is thus an independent calculation of the slope's value, but not, as written, of its existence. In return it shows how the wall force is made up: stretching the orbital lowers its radial and centrifugal kinetic energy (the latter is contained in \(W\)) and changes its energy in \(V\), and the wall slope is the net result.

Both assume that \(V\) does not follow the wall. Suppose instead that it is \(V(r;R)\), differentiable in \(R\). In the second derivation the explicit derivative gains one term, while the virial relation, taken at a single \(R\), is unchanged. So

\[
\frac{dE}{dR}=-\frac{u'(R)^2}{2}+\Big\langle\frac{\partial V}{\partial R}\Big\rangle .
\]

The sign of the new term depends on the potential. For an added confining term \(\lambda(r/R)^4\) with \(\lambda>0\), its derivative is \(-4\lambda r^4/R^5\), which is negative, so the level still falls as the wall recedes. If the potential is recomputed self-consistently for each wall, the sign is not fixed by this argument, and the cutoff rule loses its proof.

## From the slope to one radius

Now let \(V\to0\) at large \(r\), and let the free atom have a bound state \(u_\infty\) with \(n\) nodes and energy \(E_\infty<0\). Define the shift

\[
\Delta E(r_c)=E(r_c)-E_\infty .
\]

A negative slope shows that no shift occurs twice on one curve of levels. It remains to show that each positive shift occurs, and that each radius has one \(n\)-node level.

**Zeros move inward.** At a zero \(r_k\) of \(\phi(r,E)\), the identity of the first derivation holds with \(r_k\) in place of \(r_c\). Hence

\[
\frac{dr_k}{dE}=-\frac{\phi_E}{\phi'}=-\frac{2\int_0^{r_k}\phi^2dr}{\phi'(r_k)^2}<0 .
\]

Zeros are simple and cannot merge, and they cannot reach the origin at finite energy. Once present, the \(k\)th zero therefore persists as \(E\) rises, and new ones arrive from outside.

**The shift is positive.** An \(n\)-node hard-wall orbital has its wall at the \((n+1)\)th zero of \(\phi\). If its energy were at or below \(E_\infty\), raising the energy to \(E_\infty\) would keep that zero. But there \(\phi\) is proportional to \(u_\infty\), which has only \(n\) zeros.

**The required zero exists.** Take \(E_\infty<E<0\). Let \(a\) be the last node of \(u_\infty\), or \(a=0\) if \(n=0\). The \(n\) zeros of \(u_\infty\) have moved inward, so \(\phi\) has \(n\) zeros inside \(a\). Suppose there is no other. Choose signs so that \(\phi\) and \(u_\infty\) are positive beyond \(a\). The two radial equations give

\[
(\phi'u_\infty-\phi u_\infty')'=-2(E-E_\infty)\phi u_\infty<0 .
\]

Integrate from \(a\) to infinity. The lower end contributes \(\phi(a)u_\infty'(a)\ge0\). If the upper end contributes nothing, a non-negative number equals a negative one, which is impossible.

The upper end does vanish. Choose \(\mu\) and \(\nu\) with \(-2E<\mu^2<\nu^2<-2E_\infty\). Since \(W\to0\), far out \(0\le2(W-E)\le\mu^2\) and \(2(W-E_\infty)\ge\nu^2\).

- For \(F=\phi'^2+\mu^2\phi^2\), we have \(F'=2\phi\phi'[2(W-E)+\mu^2]\le4\mu^2|\phi\phi'|\le2\mu F\). So \(\phi\) and \(\phi'\) grow no faster than \(e^{\mu r}\).
- The function \(u_\infty\) is positive, convex and normalizable, so it and its derivative tend to zero, with \(u_\infty'<0\). Then \((u_\infty'^2-\nu^2u_\infty^2)'=2u_\infty'(u_\infty''-\nu^2u_\infty)\le0\). As the bracket tends to zero, it is non-negative, so \(-u_\infty'\ge\nu u_\infty\) and \(u_\infty\) falls at least as fast as \(e^{-\nu r}\). By convexity \(|u_\infty'(r)|\le u_\infty(r-1)-u_\infty(r)\), so the derivative obeys the same kind of bound.

Products of these functions vanish at infinity because \(\mu<\nu\). The \((n+1)\)th zero thus exists for \(E_\infty<E<0\), and by persistence for all higher energies.

**All radii are covered.** Call this zero \(R_n(E)\). It decreases continuously with \(E\). As \(E\to E_\infty\) it goes to infinity, since a finite limit would be an extra zero of \(u_\infty\). As \(E\to\infty\) it goes to zero. To see this, take any \(\rho>0\) and any \(k\), and let \(E\) be so large that \(2(E-W)>k^2\) on \([\rho/2,\rho]\). On a subinterval \((b,b+\pi/k)\) put \(s=\sin k(r-b)\). If \(\phi\) were positive there,

\[
(\phi's-\phi s')'=-[2(E-W)-k^2]\phi s<0,
\]

whereas the integral of the left side is \(k[\phi(b+\pi/k)+\phi(b)]\ge0\). The same argument applied to \(-\phi\) excludes a negative \(\phi\). Every such subinterval therefore contains a zero. For large \(k\) there are more than \(n\) of them, so \(R_n(E)<\rho\).

So \(R_n\) maps the energies above \(E_\infty\) one-to-one onto all positive radii, and \(E(r_c)\) is its inverse. The shift falls strictly from infinity to zero, and each \(\Delta E>0\) gives one radius for the shell:

\[
r_c=R_n(E_\infty+\Delta E).
\]

In practice one integrates outward at the raised energy and stops at the \((n+1)\)th zero. Integrating the slope inward from infinity also gives

\[
\Delta E(r_c)=\frac12\int_{r_c}^{\infty}u'(R;R)^2\,dR,
\]

where \(u(r;R)\) is the orbital whose wall is at \(R\).

## Carbon 2s and 2p

The example is a non-relativistic, spin-restricted, spherically averaged carbon atom, 1s²2s²2p², in the local density approximation with Slater exchange and VWN correlation in the form fitted to the Monte Carlo electron-gas data (VWN5). The PW92 and PZ fits move the levels by up to 0.003 eV and the radii below by up to 0.0007 Å; the RPA form of VWN lowers the levels by about 0.47 eV and shortens the radii by up to 0.034 Å. Spin polarization and multiplet structure are left out, and the levels are not ionization energies. The potential is computed once, in a sphere of radius 9.525 Å that stands for the free atom, and then frozen. The free levels are −13.63 eV for 2s and −5.42 eV for 2p. A Gaussian-basis calculation with the same functional agrees within 0.02 eV.

Take 2p with the wall at 2.5 Å, where \(|u'(r_c)|=0.44501\) Å\(^{-3/2}\). Restoring units replaces the factor \(1/2\) by \(\hbar^2/2m=3.80998\) eV Å\(^2\):

\[
\frac{dE}{dr_c}=-3.80998\times0.44501^2=-0.7545\ \text{eV/Å}.
\]

Differences of the levels at neighbouring radii give −0.7545 eV/Å as well. The integral of the squared wall slope, taken out to the large sphere, gives a shift of 0.3186 eV, equal to the direct value.

A common shift gives these radii:

| \(\Delta E\) (eV) | 2s (Å) | 2p (Å) |
|---|---|---|
| 0.50 | 2.0134 | 2.3104 |
| 0.10 | 2.4755 | 2.9914 |
| 0.01 | 3.1204 | 3.9646 |

At 0.10 eV the radii are 4.678 and 5.653 bohr. The numerical check finds each radius both from the hard-wall levels and from the zeros of the outward solution. Going from 0.10 to 0.01 eV costs 0.64 Å for 2s and 0.97 Å for 2p.

The shell with the smaller shift need not exert the smaller force. At 1.5 Å the 2s shift is 2.98 eV against 3.81 eV for 2p, yet its slope is slightly steeper, −10.58 against −10.31 eV/Å. The shift collects the force over all larger radii, and at 2.0, 2.5 and 3.0 Å the 2p force is the larger: 2.60, 0.75 and 0.23 eV/Å against 1.81, 0.32 and 0.06 eV/Å for 2s.

Finally, add 10 eV times \((r/r_c)^4\) to the potential and keep the wall at 2.5 Å. For 2p the wall term is −0.487 eV/Å and the potential term −0.542 eV/Å. Their sum, −1.029 eV/Å, matches the differences of the levels. The wall term alone would miss more than half of the slope.

## Computed values

```
Hartree energy = 27.211386 eV; bohr radius = 0.529177 angstrom
hbar^2/(2m) = 3.80998 eV angstrom^2
Hydrogen, wall at 1.05835 angstrom: E = -3.40142 eV
  dE/dR closed form  -33.04284 eV/angstrom
  dE/dR differences  -33.04280 eV/angstrom
Carbon LDA, free-atom sphere radius 9.525 angstrom
  2s free level -13.6293 eV; Gaussian basis -13.6456 eV
  2p free level -5.4201 eV; Gaussian basis -5.4210 eV
Shell, R (angstrom), shift (eV), |u'(R)| (angstrom^-3/2),
  dE/dR from u' and from differences (eV/angstrom):
  2s 1.5   2.98498 1.66670  -10.58376  -10.58376
  2s 2.0   0.52378 0.68954   -1.81153   -1.81153
  2s 2.5   0.09173 0.29115   -0.32296   -0.32296
  2s 3.0   0.01545 0.12087   -0.05566   -0.05566
  2p 1.5   3.80787 1.64464  -10.30545  -10.30544
  2p 2.0   1.05888 0.82580   -2.59821   -2.59821
  2p 2.5   0.31857 0.44501   -0.75450   -0.75450
  2p 3.0   0.09800 0.24608   -0.23072   -0.23072
2s: zeros of phi 0.2 eV below the free level: 1
2p: zeros of phi 0.2 eV below the free level: 0
Common shift (eV), cutoff radii of 2s and 2p (angstrom):
  1.00  1.8130  2.0233
  0.50  2.0134  2.3104
  0.20  2.2775  2.6971
  0.10  2.4755  2.9914
    in bohr: 4.6780  5.6530
  0.05  2.6716  3.2856
  0.02  2.9282  3.6729
  0.01  3.1204  3.9646
2p shift at 2.5 angstrom: direct 0.318574 eV, integral 0.318574 eV
2p with added 10.0 eV (r/R)^4, R = 2.5 angstrom:
  wall term       -0.48714 eV/angstrom
  potential term  -0.54179 eV/angstrom
  differences     -1.02893 eV/angstrom
```
